# A Hydrogenic Atom Threaded by an Aharonov-Bohm Flux Line, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the flux line to the energy levels

An electron of charge $-e$ moves around a fixed point nucleus of charge $Ze$. An infinitely thin tube of magnetic flux $\Phi$ runs along the whole $z$ axis and passes through the nucleus. There is no magnetic field anywhere off the axis. Spin, relativity and the motion of the nucleus are left out.

Atomic units are used, $\hbar=m_e=e=4\pi\varepsilon_0=1$, so the energy unit is the hartree and the length unit the bohr. The distance from the nucleus is $r$, the distance from the axis is $\rho$, and $\theta$ and $\varphi$ are the polar and azimuthal angles. The flux is measured by the pure number
$$\alpha=\frac{\Phi}{h/e}=\frac{\Phi}{2\pi},$$
where the last form holds in atomic units, in which $h=2\pi$.

### (a) How does the flux enter the Schrödinger equation?

Find a vector potential for the line, write the Hamiltonian, and reduce it to a problem in $\rho$ and $z$. Explain why the flux matters although the electron meets no field.

**Solution.** By symmetry we try a potential that circles the axis. Stokes' theorem requires its circulation around the line to equal the enclosed flux, $2\pi\rho A_\varphi=\Phi=2\pi\alpha$, so
$$\mathbf A=\frac{\alpha}{\rho}\,\hat{\boldsymbol\varphi}.$$
Off the axis the field is $B_z=\rho^{-1}\partial_\rho(\rho A_\varphi)=\rho^{-1}\partial_\rho\alpha=0$, as required. The divergence $\rho^{-1}\partial_\varphi A_\varphi$ also vanishes.

A charge $q$ has kinetic momentum $\mathbf p-q\mathbf A$. Here $q=-1$, which gives a plus sign:
$$H=\tfrac12(\mathbf p+\mathbf A)^2-\frac Zr,\qquad \mathbf p=-i\nabla .$$
Since $\nabla\cdot\mathbf A=0$, the operators $\mathbf p$ and $\mathbf A$ may be exchanged in their scalar product, and
$$(\mathbf p+\mathbf A)^2=-\nabla^2-2i\mathbf A\cdot\nabla+A^2
=-\nabla^2-\frac{2i\alpha}{\rho^2}\partial_\varphi+\frac{\alpha^2}{\rho^2}.$$
The Laplacian contributes $-\rho^{-2}\partial_\varphi^2$. The three terms with $\rho^{-2}$ form a square:
$$(\mathbf p+\mathbf A)^2=-\partial_\rho^2-\frac1\rho\partial_\rho-\partial_z^2+\frac{(-i\partial_\varphi+\alpha)^2}{\rho^2}.$$

The wavefunction must return to its value after a full turn, so its angular factor is $e^{im\varphi}$ with integer $m$. On this factor $-i\partial_\varphi+\alpha$ gives $m+\alpha$. With
$$\mu=|m+\alpha|,\qquad \psi=f(\rho,z)\,e^{im\varphi},$$
the equation for $f$ is
$$-\frac12\left[\partial_\rho^2+\frac1\rho\partial_\rho+\partial_z^2-\frac{\mu^2}{\rho^2}\right]f-\frac Zr f=Ef .\tag{1}$$
This is the hydrogen equation with $|m|$ replaced by $\mu$, which need not be an integer.

One may try to remove the potential by writing $\psi=e^{-i\alpha\varphi}\chi$. Then $(-i\partial_\varphi+\alpha)\psi=e^{-i\alpha\varphi}(-i\partial_\varphi)\chi$, and $\chi$ obeys the equation without flux. But $\psi$ is single-valued, so $\chi$ acquires the factor $e^{2\pi i\alpha}$ on each turn. The flux has moved from the equation into the boundary condition. It is without effect on the spectrum if that factor is 1, that is, for integer $\alpha$.

### (b) What happens on the line itself?

Find the possible behaviours of $f$ as $\rho\to0$. Decide whether normalization selects one of them. Use the trial form $\rho^s e^{-\kappa r}$ to see whether the choice affects the energy, and find which behaviour a thin impenetrable sheath would select.

**Solution.** Close to the axis, at fixed $z\neq0$, the terms with two inverse powers of $\rho$ dominate. Inserting $f\propto\rho^s$ gives
$$s(s-1)+s-\mu^2=0,\qquad s=\pm\mu .$$
For $\mu=0$ the two solutions are a constant and $\ln\rho$.

The normalization integral of the singular solution near the axis is $\int\rho^{-2\mu}\rho\,d\rho$. It converges for $\mu<1$. Normalization therefore rejects the singular solution for $\mu\ge1$ but not for $0<\mu<1$. If $0<\alpha<1$, the undecided cases are $m=0$, with $\mu=\alpha$, and $m=-1$, with $\mu=1-\alpha$.

The choice matters. Put $f=\rho^s g$ with $s^2=\mu^2$. The derivatives give
$$\partial_\rho^2f+\frac1\rho\partial_\rho f-\frac{\mu^2}{\rho^2}f
=\rho^s\left[g_{\rho\rho}+\frac{2s+1}{\rho}g_\rho\right],$$
because the terms without a derivative of $g$ have the coefficient $s^2-\mu^2=0$. Now take $g=e^{-\kappa r}$. In the $(\rho,z)$ plane, $r$ is the plane radius, so
$$g_{\rho\rho}+g_{zz}=g''(r)+\frac{g'(r)}r=\left(\kappa^2-\frac\kappa r\right)g .$$
Also $g_\rho/\rho=-\kappa g/r$. The bracket in (1) thus becomes $\kappa^2-(2s+2)\kappa/r$, and (1) reads
$$-\frac{\kappa^2}{2}+\frac{(s+1)\kappa-Z}{r}=E .$$
It holds at every $r$ if $\kappa=Z/(s+1)$ and $E=-Z^2/[2(s+1)^2]$. The two signs of $s$ give different energies. For $Z=1$, $\alpha=1/4$, $m=0$, the singular choice $s=-1/4$ gives
$$E=-\frac1{2(0.75)^2}=-0.888889\ \text{hartree},$$
below the hydrogen ground level. The differential equation and normalization together do not fix the spectrum; a condition on the line is part of the model.

We require $f$ to stay bounded. There are two physical reasons. First, the kinetic energy density $\tfrac12(|\partial_\rho f|^2+\mu^2|f|^2/\rho^2)$ of the singular solution equals $\mu^2\rho^{-2\mu-2}$. Its integral $\int\rho^{-2\mu-1}d\rho$ diverges at the axis for every $\mu>0$.

Second, enclose the flux in an impenetrable sheath of small radius $a$. The combination that vanishes on the sheath is
$$f\propto\rho^\mu-a^{2\mu}\rho^{-\mu}=\rho^\mu\left[1-\left(\frac a\rho\right)^{2\mu}\right].$$
At fixed $\rho$ the singular part disappears as $a\to0$. For $\mu=0$ the vanishing combination, scaled to 1 at a distance $\rho_0$, is
$$\frac{\ln(\rho/a)}{\ln(\rho_0/a)}=1+\frac{\ln(\rho/\rho_0)}{\ln(\rho_0/a)}\to1 .$$
This also selects the bounded solution, but with logarithmic slowness. For a sheath of finite radius and $\mu>0$, the singular part is negligible beside the regular one at atomic distances $\rho$ when $2\mu\ln(\rho/a)\gg1$. For very small $\mu$ this condition demands a very thin sheath.

Both reasons belong to a spinless electron or to one kept out of the field. If the electron can enter a tube of radius $a$ with uniform field $B=2\alpha/a^2$ and has spin with $g=2$, one spin state has the Zeeman energy $-B/2=-\alpha/a^2$ inside. For $m=0$ the function $e^{-\alpha\rho^2/(2a^2)}$ then solves the interior equation at zero energy. Its logarithmic derivative at the edge is $-\alpha/a$, which joins onto $\rho^{-\alpha}$. That spin state tends to the singular solution as the tube narrows. The results below are for the bounded model.

### (c) What replaces the orbital quantum number?

Separate (1) in spherical coordinates and find the allowed values of the angular separation constant. Then replace the sheath by a narrow impenetrable double cone of half-angle $\theta_0$ around the axis, and find how the constant approaches its limit as the cone closes.

**Solution.** Write $f=R(r)\Theta(\theta)$ and use $\rho=r\sin\theta$. The angular terms all carry $r^{-2}$, so they separate:
$$-\frac1{\sin\theta}\frac d{d\theta}\left(\sin\theta\frac{d\Theta}{d\theta}\right)+\frac{\mu^2}{\sin^2\theta}\Theta=\Lambda\Theta .\tag{2}$$
For bounded solutions the operator on the left has no negative expectation value. Hence $\Lambda\ge0$, and we may write $\Lambda=\lambda(\lambda+1)$ with $\lambda\ge0$.

Let $t=\cos\theta$. Then (2) becomes
$$\frac d{dt}\left[(1-t^2)\frac{d\Theta}{dt}\right]-\frac{\mu^2}{1-t^2}\Theta+\Lambda\Theta=0 .$$
The behaviour $\rho^\mu$ suggests $\Theta=(1-t^2)^{\mu/2}g(t)$. One derivative gives
$$(1-t^2)\Theta'=(1-t^2)^{\mu/2}\left[(1-t^2)g'-\mu t g\right].$$
Differentiating again, and dividing by $(1-t^2)^{\mu/2}$, we get
$$(1-t^2)g''-2(\mu+1)tg'-\mu g+\frac{\mu^2t^2}{1-t^2}g .$$
Subtracting $\mu^2g/(1-t^2)$ turns the last term into $-\mu^2g$. Therefore
$$(1-t^2)g''-2(\mu+1)tg'+[\Lambda-\mu(\mu+1)]g=0 .$$

The equation is unchanged by $t\to-t$, so even and odd solutions can be treated separately. For $g=\sum_jc_jt^j$ the coefficients obey
$$(j+2)(j+1)c_{j+2}=[(j+\mu)(j+\mu+1)-\Lambda]c_j .$$
If the series does not end, then at large $j$
$$\frac{c_{j+2}}{c_j}\simeq1+\frac{2(\mu-1)}j,\qquad c_j\propto j^{\mu-1}.$$
For $\mu>0$ this is the growth of the coefficients of $(1-t^2)^{-\mu}$. It gives $\Theta\sim(\sin\theta)^{-\mu}$, the singular behaviour already excluded. For $\mu=0$, $c_j\propto1/j$ gives a logarithm, excluded as well. The series must end at some $j=k$, so
$$\lambda=k+\mu,\qquad k=0,1,2,\ldots \tag{3}$$
The first polynomials are $1$, $t$ and $1-(2\mu+3)t^2$. Apart from constant factors they are the Gegenbauer polynomials $C_k^{(\mu+1/2)}(\cos\theta)$. At zero flux $\lambda=k+|m|$ is the usual integer $l$.

For the cone, let $x=\ln\tan(\theta/2)$. Then $dx/d\theta=1/\sin\theta$ and $\sin\theta=\operatorname{sech}x$. Multiplication of (2) by $\sin^2\theta$ gives
$$-\Theta_{xx}+\mu^2\Theta=\Lambda\operatorname{sech}^2x\,\Theta .$$
The walls are at $x=\pm X$, with $e^{-X}=\tan(\theta_0/2)$. Let $\Theta_0,\Lambda_0$ be the solution without walls, and $\Theta,\Lambda$ the one that vanishes on them. Multiply each equation by the other function, subtract and integrate:
$$(\Lambda-\Lambda_0)\int_{-X}^{X}\operatorname{sech}^2x\,\Theta_0\Theta\,dx=-\left[\Theta_0\Theta_x\right]_{-X}^{X}.$$
Near the right wall, for $\mu>0$, $\Theta_0\simeq ce^{-\mu x}$ and $\Theta\simeq c(e^{-\mu x}-e^{-2\mu X}e^{\mu x})$. Hence $\Theta_x(X)\simeq-2\mu ce^{-\mu X}$. The left wall contributes equally, and the right side is
$$4\mu c^2e^{-2\mu X}\simeq4\mu c^2(\theta_0/2)^{2\mu}.$$
To leading order $\lambda$ is raised in proportion to $\theta_0^{2\mu}$, and it returns to (3) as the cone closes.

For $\mu=1/4$ a finite-difference solution gives a lowest $\lambda$ of $0.26009$ at $\theta_0=6.709\times10^{-4}$ and $0.25134$ at $1.229\times10^{-5}$. The excesses over $0.25$ have the ratio $7.537$ on this mesh (spacing $0.025$ in $x$), against $7.389$ from the leading power law. The last digits depend on the mesh: as the spacing goes to zero the ratio tends to $7.530$ and the first value to $0.26010$. For the narrowest cone in the numerical output, two values lie slightly below $k+\mu$. Walls cannot cause this, since they raise $\Lambda$. A central difference with spacing $h$ can: it changes $-\Theta_{xx}$ by $-(h^2/12)\Theta_{xxxx}$ to leading order, whose expectation value $-(h^2/12)\int\Theta_{xx}^2dx$ is negative.

### (d) What are the bound levels?

Solve the radial equation for non-integer $\lambda$.

**Solution.** With $u=rR$ and $E=-\kappa^2/2$, $\kappa>0$, the radial equation is
$$u''-\frac{\lambda(\lambda+1)}{r^2}u+\frac{2Z}ru-\kappa^2u=0 .$$
Near the nucleus $u$ behaves as $r^{\lambda+1}$ or $r^{-\lambda}$. The second makes $R=u/r$ unbounded and is rejected. Put $u=r^{\lambda+1}e^{-\kappa r}w$. The second derivative is
$$u''=r^{\lambda+1}e^{-\kappa r}\left[w''+2\left(\frac{\lambda+1}r-\kappa\right)w'+\left(\frac{\lambda(\lambda+1)}{r^2}-\frac{2\kappa(\lambda+1)}r+\kappa^2\right)w\right].$$
The terms in $r^{-2}$ and $\kappa^2$ cancel against those of the equation. After multiplication by $r$,
$$rw''+(2\lambda+2-2\kappa r)w'+2[Z-\kappa(\lambda+1)]w=0 .$$
For $w=\sum_jb_jr^j$ this means
$$(j+1)(j+2\lambda+2)b_{j+1}=2[\kappa(j+\lambda+1)-Z]b_j .$$
An endless series has $b_{j+1}/b_j\simeq2\kappa/j$ and grows as $e^{2\kappa r}$, up to a power. This overcomes the factor $e^{-\kappa r}$. A bound state therefore needs the series to end at some $j=n_r$, which requires $\kappa=Z/(n_r+\lambda+1)$. With (3),
$$E=-\frac{Z^2}{2\nu^2},\qquad \nu=n_r+k+|m+\alpha|+1,\qquad n_r,k=0,1,2,\ldots \tag{4}$$
Nothing in this argument used an integer $\lambda$. At $\alpha=0$, $\nu$ is the principal quantum number of hydrogen. For $m+\alpha\neq0$, increasing $|m+\alpha|$ pushes the electron away from the axis and weakens the binding.

## Second half: degeneracy, periodicity and current

The symbols carried over are these. The flux is $\Phi=2\pi\alpha$ in atomic units, $m$ is the integer in $e^{im\varphi}$, and $\mu=|m+\alpha|$. The wavefunction is bounded on the line, where it behaves as $\rho^\mu$. With $E=-\kappa^2/2$, the reduced function $f(\rho,z)$ obeys (1), the hydrogen equation with $\mu^2/\rho^2$ in place of $m^2/\rho^2$. The levels are $E=-Z^2/(2\nu^2)$ with $\nu=n_r+k+\mu+1$, where $n_r$ counts radial nodes and $k$ counts nodes in the polar angle. The angular constant is $\lambda=k+\mu$.

### (e) Why does a degeneracy remain at fixed $m$?

The energy depends on the sum $n_r+k$. Show that the same levels follow from separation in parabolic coordinates, and count the states at fixed $m$.

For wavefunctions that stay bounded on the flux line, the bound levels are those of hydrogen with $|m|$ replaced by $|m+\alpha|$, as given in (4). It remains to answer (e) by separation in parabolic coordinates, and then to treat the degeneracies between different $m$, the periodicity in the flux, the current around the line and a worked example.

All numerical values are calculated from the stated model.
